**Induced-field coupling and the bright π-π* band of benzene**

The program tests the response equation \(\Omega Z=\omega^2Z\), with \(\Omega=D^2+4D^{1/2}KD^{1/2}\), where \(D\) holds orbital energy differences, \(K\) the Coulomb integrals between pair densities, and \(\omega\) the excitation energies. It asserts that a kicked π-electron density matrix oscillates at the bare gap when the induced field is off and at the coupled energy of the π electrons alone, 8.84 eV, when it is on. Static polarizabilities from the response matrices are required to agree within 0.3% with finite-field calculations: with a frozen potential for the bare response, and self-consistent for the Hartree, LDA and Hartree-Fock responses. Further assertions cover the fitted Coulomb energy against four-centre integrals, the conservation of total oscillator strength, and the film shift against the peak of the Clausius-Mossotti permittivity. In LDA/6-31G the band moves from a gap of 5.39 eV to 7.78 eV with Hartree coupling and 7.48 eV with the exchange-correlation kernel added. The larger 6-31+G* basis places its centre at 6.94 eV. With Hartree-Fock orbitals the gap is too high instead, at 13.10 eV against a coupled level of 8.07 eV.

## Numerical check

```python
# Result under test: the field of the induced density couples single-electron
# excitations and moves the bright pi-pi* band of benzene away from the orbital gap:
#   Omega Z = w^2 Z,  Omega = D^2 + 4 D^(1/2) K D^(1/2),  f = (4/3)|d D^(1/2) Z|^2
# D: orbital energy differences; K: Coulomb integrals (ia|jb); d: pair dipoles;
# w: excitation energy; f: oscillator strength. Atomic units inside, eV in output.
import copy
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from pyscf import gto, scf, dft, lib

EV = const.physical_constants['Hartree energy in eV'][0]
HC = const.h * const.c / const.e * 1e9          # eV nm
R_CC, R_CH = 1.39, 1.09                         # angstrom, round values
FUNCTIONAL = 'lda,vwn'
ring = []
for n in range(6):
    c, s = np.cos(n * np.pi / 3), np.sin(n * np.pi / 3)
    ring += [['C', (R_CC * c, R_CC * s, 0.0)],
             ['H', ((R_CC + R_CH) * c, (R_CC + R_CH) * s, 0.0)]]


def parity(mol, C, image):
    """Parity of each orbital under a symmetry operation, from sampled values."""
    rng = np.random.default_rng(1)
    pts = np.repeat(mol.atom_coords(), 12, axis=0)
    pts = pts + rng.normal(scale=0.6, size=pts.shape)
    u = mol.eval_gto('GTOval_sph', pts) @ C
    v = mol.eval_gto('GTOval_sph', pts * np.array(image)) @ C
    p = (u * v).sum(0) / (u * u).sum(0)
    assert np.all(abs(abs(p) - 1) < 0.02)
    return np.rint(p).astype(int)


def setup(basis, method, level=1):
    """Ground state, fitted Coulomb tensor and in-plane dipole-symmetry pairs."""
    mol = gto.M(atom=ring, basis=basis, verbose=0)
    if method == 'hf':
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = method
        mf.grids.level = level
    mf = mf.density_fit(auxbasis='cc-pvtz-jkfit')
    mf.with_df.build()
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    C, eps, nocc = mf.mo_coeff, mf.mo_energy, mol.nelectron // 2
    tri = np.vstack([np.array(b) for b in mf.with_df.loop()])
    L = C.T @ lib.unpack_tril(tri) @ C
    dip = C.T @ mol.intor('int1e_r') @ C
    inv = parity(mol, C, (-1, -1, -1))
    refl = parity(mol, C, (1, 1, -1))
    pairs = [(i, a) for i in range(nocc) for a in range(nocc, len(eps))
             if inv[i] * inv[a] == -1 and refl[i] * refl[a] == 1]
    i, a = np.array(pairs).T
    V = L[:, i, a]
    pi_virt = [k for k in range(nocc, len(eps)) if refl[k] == -1][:2]
    four = np.where((i >= nocc - 2) & np.isin(a, pi_virt))[0]
    assert len(four) == 4 and refl[nocc - 1] == refl[nocc - 2] == -1
    return SimpleNamespace(mol=mol, mf=mf, C=C, eps=eps, nocc=nocc, L=L, dip=dip,
                           refl=refl, i=i, a=a, D=eps[a] - eps[i],
                           d=dip[:2, i, a], K=V.T @ V, four=four)


def solve(minus, plus, d):
    """Energies (eV), strengths, static in-plane polarizability (a.u.)."""
    w, U = np.linalg.eigh(minus)
    assert w.min() > 0
    root = (U * np.sqrt(w)) @ U.T
    val, Z = np.linalg.eigh(root @ plus @ root)
    amp = d @ root @ Z
    energy = np.sign(val) * np.sqrt(abs(val)) * EV
    return energy, 4 / 3 * (amp**2).sum(0), (4 * amp[0]**2 / val).sum()


def coupled(s, kernel, sel=None):
    sel = np.arange(len(s.D)) if sel is None else sel
    D = np.diag(s.D[sel])
    return solve(D, D + 4 * kernel[np.ix_(sel, sel)], s.d[:, sel])


def bright(E, f, limit=10.0):
    """Strongest level below the limit, with its degenerate partner."""
    k = np.argmax(np.where((E > 0) & (E < limit), f, -1.0))
    g = abs(E - E[k]) < 0.03
    return (E[g] * f[g]).sum() / f[g].sum(), f[g].sum()


def xc_matrix(s):
    """Matrix of the adiabatic local-density kernel between pair densities."""
    out = np.zeros((len(s.D), len(s.D)))
    r, w = s.mf.grids.coords, s.mf.grids.weights
    for p in range(0, len(w), 5000):
        phi = s.mol.eval_gto('GTOval_sph', r[p:p + 5000]) @ s.C
        rho = 2 * (phi[:, :s.nocc]**2).sum(1)
        fxc = np.ravel(dft.libxc.eval_xc(FUNCTIONAL, rho, 0, deriv=2)[2][0])
        fxc = np.where(rho > 1e-10, fxc, 0.0)
        P = phi[:, s.i] * phi[:, s.a]
        out += P.T @ (P * (fxc * w[p:p + 5000])[:, None])
    return out


FIELD = 1e-3


def frozen_xc_polarizability(s, induced):
    """Finite field; the induced Coulomb potential is updated or left out."""
    n = len(s.eps)
    L2, x = s.L.reshape(-1, n * n), s.dip[0]
    D0 = np.diag(np.where(np.arange(n) < s.nocc, 2.0, 0.0))
    change = np.zeros((n, n))
    for _ in range(45):
        H = np.diag(s.eps) + FIELD * x
        if induced:
            H = H + (L2.T @ (L2 @ change.ravel())).reshape(n, n)
        U = np.linalg.eigh(H)[1][:, :s.nocc]
        new = 2 * U @ U.T - D0
        change = 0.6 * change + 0.4 * new
    assert abs(new - change).max() < 1e-6
    return -(x * new).sum() / FIELD


def scf_polarizability(s):
    """Complete self-consistent calculation in a finite field."""
    x = s.mol.intor('int1e_r')[0]
    h = s.mf.get_hcore() + FIELD * x
    m = copy.copy(s.mf)
    m.get_hcore = lambda *args: h
    m.kernel(s.mf.make_rdm1())
    assert m.converged
    return -(m.make_rdm1() * x).sum() / FIELD


def kicked_peak(s, induced, dt=0.2, steps=2500):
    """Peak (eV) of the dipole signal of the pi electrons after a short kick."""
    win = np.where(s.refl == -1)[0]
    n, x = len(win), s.dip[0][np.ix_(win, win)]
    Lw = s.L[:, win][:, :, win].reshape(-1, n * n)
    G, h0 = Lw.T @ Lw, np.diag(s.eps[win])
    D0 = np.diag(np.where(win < s.nocc, 2.0, 0.0))
    kick = expm(1e-3j * x)
    D = kick @ D0 @ kick.conj().T
    previous, signal = None, []
    for _ in range(steps):
        signal.append((x * (D - D0).real).sum())
        h = h0
        if induced:
            h = h0 + (G @ (D - D0).real.ravel()).reshape(n, n)
        mid = h if previous is None else 1.5 * h - 0.5 * previous
        previous = h
        w, Q = np.linalg.eigh(mid)
        P = (Q * np.exp(-1j * w * dt)) @ Q.T
        D = P @ D @ P.conj().T
    t = dt * np.arange(steps)
    grid = np.arange(3.5, 10.5, 0.004)
    weighted = np.array(signal) * np.hanning(steps)
    return grid[np.argmax(abs(np.exp(1j * np.outer(grid / EV, t)) @ weighted))]


# ---- LDA orbitals: from the bare gap to the coupled response
s = setup('6-31g', FUNCTIONAL)
gap = s.D[s.four].mean() * EV
E0, f0, pol0 = coupled(s, 0 * s.K)
f_gap = (4 / 3 * s.D[s.four] * (s.d[:, s.four]**2).sum(0)).sum()
K4 = s.K[np.ix_(s.four, s.four)]
kval, kvec = np.linalg.eigh(K4)
kdip = ((s.d[:, s.four] @ kvec)**2).sum(0)
assert kdip[:2].sum() < 1e-3 * kdip.sum()       # the two lowest modes are dark
v = s.d[0, s.four] / np.linalg.norm(s.d[0, s.four])
K_bright = v @ K4 @ v
E4_formula = np.sqrt(gap**2 + 4 * gap * K_bright * EV)
E4all, f4all, _ = coupled(s, s.K, s.four)
E4, f4 = bright(E4all, f4all, 20.0)
dark4 = np.sort(E4all)[:2]
assert abs(E4 - E4_formula) < 0.01
assert abs(f4 - f_gap) < 0.005 * f_gap          # strength moves but is not created

# Coulomb self-energy of the bright density with exact four-centre integrals
T = np.einsum('k,pk,qk->pq', v, s.C[:, s.i[s.four]], s.C[:, s.a[s.four]])
T = (T + T.T) / 2
J = scf.hf.dot_eri_dm(s.mol.intor('int2e', aosym='s8'), T, hermi=1, with_k=False)[0]
K_exact = (T * J).sum()
assert abs(K_exact - K_bright) * EV < 0.005

pi_pairs = np.where(s.refl[s.i] == -1)[0]
Epi, fpi = bright(*coupled(s, s.K, pi_pairs)[:2])
EHall, fHall, polH = coupled(s, s.K)
EH, fH = bright(EHall, fHall)
ELall, fLall, polL = coupled(s, s.K + xc_matrix(s))
EL, fL = bright(ELall, fLall)
assert gap < EH < Epi < E4
assert np.all(np.sort(EHall) >= np.sort(E0) - 1e-6)
assert abs(fHall.sum() / f0.sum() - 1) < 1e-8
assert abs(EL - EH) < 0.5 * (EH - gap)          # the Coulomb part dominates

# same kick, same electrons: only the induced field is switched
peak_off, peak_on = kicked_peak(s, False), kicked_peak(s, True)
assert abs(peak_off - gap) < 0.02 and abs(peak_on - Epi) < 0.02

# static response against self-consistent finite fields
ff0, ffH = frozen_xc_polarizability(s, False), frozen_xc_polarizability(s, True)
ffL = scf_polarizability(s)
for response, field in ((pol0, ff0), (polH, ffH), (polL, ffL)):
    assert abs(response / field - 1) < 0.003

# ---- Hartree-Fock orbitals: the gap errs the other way
h = setup('6-31g', 'hf')
o = h.nocc
oovv = np.tensordot(h.L[:, :o, :o], h.L[:, o:, o:], axes=(0, 0))
ovov = np.tensordot(h.L[:, :o, o:], h.L[:, :o, o:], axes=(0, 0))
I, A = h.i, h.a - o
attract = oovv[I[:, None], I[None, :], A[:, None], A[None, :]]
swap = ovov[I[:, None], A[None, :], I[None, :], A[:, None]]
minus = np.diag(h.D) - attract + swap
plus = np.diag(h.D) - attract - swap
gap_hf = h.D[h.four].mean() * EV
EF_all, fF_all, polF = solve(minus, plus + 4 * h.K, h.d)
EF, fF = bright(EF_all, fF_all)
EX, fX = bright(*solve(minus, plus, h.d)[:2])
ffF = scf_polarizability(h)
assert abs(polF / ffF - 1) < 0.003
assert EX < EF < gap_hf

# ---- larger basis with polarization and diffuse functions
b = setup('6-31+g*', FUNCTIONAL, level=0)
gap_b = b.D[b.four].mean() * EV
EB, fB, _ = coupled(b, b.K + xc_matrix(b))
near = abs(EB - EL) < 0.8
center_b = (EB[near] * fB[near]).sum() / fB[near].sum()
strong_b, fstrong_b = bright(EB, fB)
assert center_b > gap_b + 1.0

# ---- film: rough ring density and linewidth of a styrenic or phenolic resist
N_RING, FWHM = 6e21, 0.8                        # cm^-3, eV
area = const.e * const.h / (4 * const.epsilon_0 * const.m_e * const.c) * 1e4
sigma = FWHM / np.sqrt(8 * np.log(2))


def absorption(E, f, wavelength):               # 1/um
    line = np.exp(-(HC / wavelength - E)**2 / (2 * sigma**2))
    return N_RING * area * (f * line).sum() / (sigma * np.sqrt(2 * np.pi)) * 1e-4


a0 = [absorption(E0, f0, w) for w in (248, 193)]
aL = [absorption(ELall, fLall, w) for w in (248, 193)]
assert a0[0] > a0[1] and aL[1] > aL[0]
plasma2 = N_RING * 1e6 * const.hbar**2 / (const.epsilon_0 * const.m_e)
E_film = np.sqrt(EL**2 - plasma2 * fL / 3)
grid = np.arange(4, 9, 0.001)
chi = plasma2 * fL / (EL**2 - grid**2 - 0.02j * grid)
film_peak = grid[np.argmax((chi / (1 - chi / 3)).imag)]
assert abs(film_peak - E_film) < 0.005

print(f'C-C, C-H lengths: {R_CC}, {R_CH} angstrom')
print(f'Pairs in the response (LDA/6-31G): {len(s.D)}; pi pairs: {len(pi_pairs)}')
print(f'LDA HOMO-LUMO gap D: {gap:.3f} eV = {HC/gap:.1f} nm')
print(f'Strength of the four gap pairs: {f_gap:.3f}')
print('Coulomb energies of the 4 modes:', np.round(kval * EV, 3), 'eV')
print('Squared dipoles of the 4 modes:', np.round(kdip, 3), 'bohr^2')
print(f'K_b fitted, exact integrals: {K_bright*EV:.4f}, {K_exact*EV:.4f} eV')
print(f'Four-pair bright level, formula: {E4_formula:.3f} eV')
print(f'Four-pair bright level, matrix: {E4:.3f} eV, f = {f4:.3f}')
print('Four-pair dark levels:', np.round(dark4, 3), 'eV')
print(f'All pi pairs, Hartree: {Epi:.3f} eV, f = {fpi:.3f}')
print(f'All pairs, Hartree: {EH:.3f} eV = {HC/EH:.1f} nm, f = {fH:.3f}')
print(f'All pairs, Hartree + xc: {EL:.3f} eV = {HC/EL:.1f} nm, f = {fL:.3f}')
print(f'Hartree shift from gap: {EH-gap:.3f} eV; xc shift: {EL-EH:.3f} eV')
print(f'Total in-plane strength, bare and Hartree: {f0.sum():.4f}, {fHall.sum():.4f}')
print(f'Kick peak, induced field off: {peak_off:.3f} eV')
print(f'Kick peak, induced field on: {peak_on:.3f} eV')
print('In-plane static polarizability (bohr^3): response, finite field')
print(f'  bare: {pol0:.2f}, {ff0:.2f}')
print(f'  Hartree: {polH:.2f}, {ffH:.2f}')
print(f'  Hartree + xc: {polL:.2f}, {ffL:.2f}')
print(f'  Hartree-Fock: {polF:.2f}, {ffF:.2f}')
print(f'HF HOMO-LUMO gap: {gap_hf:.3f} eV')
print(f'HF response without Coulomb coupling: {EX:.3f} eV')
print(f'HF response with Coulomb coupling: {EF:.3f} eV, f = {fF:.3f}')
print(f'LDA ionization threshold (-HOMO): {-s.eps[s.nocc-1]*EV:.3f} eV')
print(f'6-31+G* LDA gap: {gap_b:.3f} eV')
print(f'6-31+G* strongest level: {strong_b:.3f} eV, f = {fstrong_b:.3f}')
print(f'6-31+G* band center within 0.8 eV: {center_b:.3f} eV, f = {fB[near].sum():.3f}')
print(f'Rough ring density: {N_RING:.1e} cm^-3; rough FWHM: {FWHM} eV')
print(f'Photon energies at 248, 193 nm: {HC/248:.3f}, {HC/193:.3f} eV')
print(f'Bare absorption at 248, 193 nm: {a0[0]:.3g}, {a0[1]:.3g} 1/um')
print(f'Coupled absorption at 248, 193 nm: {aL[0]:.3g}, {aL[1]:.3g} 1/um')
print(f'Film local-field level: {E_film:.3f} eV, shift {E_film-EL:.3f} eV')
print(f'Film peak from permittivity: {film_peak:.3f} eV = {HC/film_peak:.1f} nm')
print('OK')
```

Printed output:

```
C-C, C-H lengths: 1.39, 1.09 angstrom
Pairs in the response (LDA/6-31G): 338; pi pairs: 14
LDA HOMO-LUMO gap D: 5.387 eV = 230.2 nm
Strength of the four gap pairs: 2.106
Coulomb energies of the 4 modes: [0.145 1.688 2.491 2.491] eV
Squared dipoles of the 4 modes: [0.    0.    3.989 3.989] bohr^2
K_b fitted, exact integrals: 2.4909, 2.4909 eV
Four-pair bright level, formula: 9.093 eV
Four-pair bright level, matrix: 9.093 eV, f = 2.106
Four-pair dark levels: [5.669 8.087] eV
All pi pairs, Hartree: 8.837 eV, f = 2.143
All pairs, Hartree: 7.781 eV = 159.3 nm, f = 1.083
All pairs, Hartree + xc: 7.478 eV = 165.8 nm, f = 1.114
Hartree shift from gap: 2.394 eV; xc shift: -0.303 eV
Total in-plane strength, bare and Hartree: 18.5820, 18.5820
Kick peak, induced field off: 5.388 eV
Kick peak, induced field on: 8.840 eV
In-plane static polarizability (bohr^3): response, finite field
  bare: 141.37, 141.38
  Hartree: 64.31, 64.31
  Hartree + xc: 70.80, 70.79
  Hartree-Fock: 68.75, 68.75
HF HOMO-LUMO gap: 13.104 eV
HF response without Coulomb coupling: 5.079 eV
HF response with Coulomb coupling: 8.074 eV, f = 1.468
LDA ionization threshold (-HOMO): 6.174 eV
6-31+G* LDA gap: 5.188 eV
6-31+G* strongest level: 6.932 eV, f = 1.162
6-31+G* band center within 0.8 eV: 6.944 eV, f = 1.175
Rough ring density: 6.0e+21 cm^-3; rough FWHM: 0.8 eV
Photon energies at 248, 193 nm: 4.999, 6.424 eV
Bare absorption at 248, 193 nm: 85, 1.54 1/um
Coupled absorption at 248, 193 nm: 3.96e-09, 0.701 1/um
Film local-field level: 7.270 eV, shift -0.208 eV
Film peak from permittivity: 7.270 eV = 170.5 nm
OK
```
